\section*{Localization lengths from complex eigenvalues of an asymmetric disordered ring}

\section{Result and conventions}

A ring of $N$ sites with spacing $a$ has real site energies $\epsilon_n$. An electron hops from site $n$ to $n+1$ with amplitude $-te^{g}$ and back with amplitude $-te^{-g}$, where $t>0$ and $g\ge 0$. Let $N\ge 4$ be even and let $E_1\le E_2\le\dots\le E_N$ be the energies at $g=0$. As $g$ grows, the levels of each pair $(E_2,E_3),(E_4,E_5),\dots,(E_{N-2},E_{N-1})$ approach, merge at a threshold $g_c$, and are complex for every larger $g$. The threshold is
\begin{equation}
4\sinh^2\!\frac{Ng_c}{2}=\prod_{j=1}^{N}\frac{|E^*-E_j|}{t},
\label{eq:main}
\end{equation}
where $E^*$ maximizes the product between the two levels. For independent random site energies and large $N$,
\begin{equation}
g_c\simeq\gamma(E^*)=\frac{a}{\xi(E^*)},
\label{eq:limit}
\end{equation}
where a localized amplitude decays as $|\psi|\sim e^{-|x|/\xi}$. The density decays twice as fast.

Equation~\eqref{eq:main} holds for each finite ring. Equation~\eqref{eq:limit} is a large-$N$ law with sample fluctuations. The levels $E_1$ and $E_N$ belong to no pair and stay real for all $g$. Since $g$ is dimensionless, the inverse length is $g_c/a$.

\section{Why asymmetry measures decay}

The eigenvalue equation is
\begin{equation}
-te^{g}\psi_{n-1}-te^{-g}\psi_{n+1}+\epsilon_n\psi_n=E\psi_n .
\end{equation}
Insert $\psi_n=e^{gn}\phi_n$. The first term becomes $-te^{gn}\phi_{n-1}$ and the second $-te^{gn}\phi_{n+1}$. Dividing by $e^{gn}$ gives
\begin{equation}
-t(\phi_{n-1}+\phi_{n+1})+\epsilon_n\phi_n=E\phi_n .
\label{eq:herm}
\end{equation}
On an open chain $g$ therefore has no effect on the energies. On a ring, $\psi_{n+N}=\psi_n$ requires
\begin{equation}
\phi_{n+N}=e^{-Ng}\phi_n .
\label{eq:bc}
\end{equation}
A state centred at $n_0$ with $|\phi_n|\sim e^{-\gamma|n-n_0|}$ becomes $|\psi_n|\sim e^{g(n-n_0)-\gamma|n-n_0|}$. It still decays on both sides if $g<\gamma$, and its mismatch at the far side of the ring is then exponentially small. At $g>\gamma$ it grows to the right and must be rebuilt as a state that runs round the ring.

\section{The secular equation}

Expand $\det(E-H(g))$ over permutations. On a ring the nonzero products contain fixed points, exchanges of neighbours, or one of the two full cycles. An exchange carries $(te^{g})(te^{-g})=t^2$ and does not depend on $g$. The off-diagonal entries of $E-H$ are $+te^{\pm g}$, and a cycle of even length $N$ has sign $(-1)^{N-1}=-1$. The full cycles thus contribute $-t^N(e^{Ng}+e^{-Ng})$. Subtracting the case $g=0$,
\begin{equation}
\det(E-H(g))=P(E)-2t^N(\cosh Ng-1),\qquad P(E)=\prod_j(E-E_j).
\end{equation}
With $\cosh x-1=2\sinh^2(x/2)$, the eigenvalues satisfy
\begin{equation}
P(E)=4t^N\sinh^2\!\frac{Ng}{2}.
\label{eq:sec}
\end{equation}

Define $D(E)=P(E)/t^N+2$, so that \eqref{eq:sec} reads $D(E)=2\cosh Ng$. Replacing $g$ by $i\varphi/N$ gives a Hermitian ring threaded by a flux, with $D(E)=2\cos\varphi$. Hence $D(E)=c$ has $N$ real roots, counted with multiplicity, for every $-2\le c\le2$.

This fixes the shape of $D$. If $D'$ vanished at a real point where $|D|<2$, a small change of $c$ in at least one direction would send roots off the real axis, which Hermiticity forbids. The $N$ roots of $D=0$ are therefore simple. Between neighbouring roots lies at least one critical point; this makes $N-1$, the degree of $D'$, so there are no others. They are alternately minima and maxima, with $|D|\ge2$. Because $D\to+\infty$ at both ends, the first and last are minima, and $N/2-1$ are maxima. Each maximum is enclosed by one of the listed pairs.

As $c=2\cosh Ng$ rises above 2, a pair survives until $c$ reaches its maximum, which is \eqref{eq:main}. It cannot return to the real axis at larger $c$. The two outermost roots lie on branches that rise to infinity, so they remain real and move outwards. The number of complex levels is twice the number of thresholds below $g$.

\section{Algorithm}

The direct method diagonalizes $H(g)$ for increasing $g$ and records when imaginary parts appear. The secular equation replaces the sweep by one Hermitian diagonalization.

\begin{enumerate}
\item Compute and sort $E_1,\dots,E_N$ at $g=0$.
\item In each listed gap solve
\begin{equation}
\frac{d}{dE}\ln|P(E)|=\sum_j\frac{1}{E-E_j}=0 .
\end{equation}
The sum runs from $+\infty$ to $-\infty$ across the gap, with slope $-\sum_j(E-E_j)^{-2}<0$. Its root is unique and bisection finds it.
\item Form $L=\sum_j\ln(|E^*-E_j|/t)$ and obtain
\begin{equation}
g_c=\frac{2}{N}\,\operatorname{arsinh}\!\left(\tfrac12e^{L/2}\right).
\label{eq:alg}
\end{equation}
\item Average $g_c$ over pairs in an energy window and over rings, then set $\xi=a/\overline{g_c}$.
\end{enumerate}

The logarithm avoids overflow of the product. If $e^{L/2}$ itself would overflow, $g_c=L/N$ suffices, because
\begin{equation}
L=\ln\!\left(4\sinh^2\frac{Ng_c}{2}\right)=Ng_c+2\ln(1-e^{-Ng_c}).
\label{eq:Lg}
\end{equation}
A degenerate pair has $L=-\infty$ and $g_c=0$.

\section{Connection with the localization length}

Equation~\eqref{eq:herm} can be written as a transfer matrix $T_N$ taking $(\phi_1,\phi_0)$ to $(\phi_{N+1},\phi_N)$. Each one-site factor has determinant 1. By \eqref{eq:bc}, $T_N$ has eigenvalue $e^{-Ng}$ at an eigenenergy, so its other eigenvalue is $e^{Ng}$. At threshold, $\operatorname{Tr}T_N(E^*)=2\cosh Ng_c$: $g_c$ is the growth rate per site of a solution at $E^*$. For random site energies the growth rate at a fixed energy tends to the Lyapunov exponent $\gamma(E)$, which also governs the decay of localized states. Here $E^*$ is selected by the sample, so this argument makes \eqref{eq:limit} plausible without proving uniform convergence; the numerical comparison below tests it.

\subsection{Weak disorder: mean and spread}

Inside the clean band put $E=-2t\cos k$, and write $\phi_n=R_n\sin\theta_n$, $\phi_{n-1}=R_n\sin(\theta_n-k)$. The recursion gives
\begin{equation}
\phi_{n+1}=R_n\left[\sin(\theta_n+k)+\frac{\epsilon_n}{t}\sin\theta_n\right].
\end{equation}
Let $\theta'=\theta_{n+1}-k$ and $v_n=\epsilon_n/(t\sin k)$. Matching $\phi_n$ and $\phi_{n+1}$ yields
\begin{align}
R_{n+1}\sin\theta'&=R_n\sin\theta_n,\\
R_{n+1}\cos\theta'&=R_n(\cos\theta_n+v_n\sin\theta_n).
\end{align}
Squaring and adding,
\begin{equation}
\frac{R_{n+1}^2}{R_n^2}=1+v_n\sin2\theta_n+v_n^2\sin^2\theta_n .
\end{equation}
Take half the logarithm to second order. The phase $\theta_n$ depends on earlier sites and is independent of $v_n$, whose mean is zero. If $\theta_n$ is uniformly distributed, the mean growth per site is
\begin{equation}
\gamma=\tfrac12\langle v^2\rangle\left(\tfrac12-\tfrac14\right)=\frac{\langle v^2\rangle}{8}.
\end{equation}
The variance per site is $\frac14\langle v^2\rangle\frac12=\langle v^2\rangle/8$, the same number. For uniform disorder of full width $W$, $\langle\epsilon^2\rangle=W^2/12$, hence
\begin{equation}
\gamma\simeq\frac{W^2}{24(4t^2-E^2)},\qquad
\operatorname{sd}(g_c)\approx\sqrt{\frac{\gamma}{N}} .
\label{eq:weak}
\end{equation}
The second relation carries the fixed-energy spread over to thresholds. The formulas fail near the clean band edges. At $E=0$ the phase advances by $\pi/2$ per site, so $\cos4\theta_n$ need not average out and the uniform-phase assumption is doubtful there too.

For $W=0$, plane waves give
\begin{equation}
E=-2t(\cos k\cosh g-i\sin k\sinh g).
\end{equation}
All levels except $k=0,\pi$ are complex for any $g>0$, as an infinite $\xi$ requires.

\section{Error analysis}

\subsection{Close pairs and the first onset}

Two levels separated by $d$ contribute about $2\ln(d/2t)$ to $L$. If $d$ shrinks by a factor $s$ while the other levels stay fixed, $g_c$ drops by about $2\ln(s)/N$, provided $Ng_c\gg1$ still holds afterwards. The first complex pair is therefore biased towards small gaps and weak sample growth. It gives an extreme value of $a/g_c$, not a typical localization length.

Inversion before averaging adds a bias. For relative spread $r=\operatorname{sd}(g_c)/\overline{g_c}$, expansion to second order gives $\overline{1/g_c}\simeq(1+r^2)/\overline{g_c}$. Averaging $g_c$ first removes this term.

\subsection{Arithmetic error in the sweep}

Below threshold, expand \eqref{eq:sec} about $E_j$:
\begin{equation}
\delta E_j\simeq\frac{4t^N\sinh^2(Ng/2)}{\prod_{k\ne j}(E_j-E_k)} .
\label{eq:shift}
\end{equation}
The next order multiplies the left side by $1+\delta E_j\sum_{k\ne j}(E_j-E_k)^{-1}$, so a close neighbour limits the formula.

The rounding sensitivity of a real level is $\|l\|\|r\|/|l\cdot r|$, with right vector $r_n$ and left vector $l_n$. On an open chain $r_n=e^{gn}\phi_n$ and $l_n=e^{-gn}\phi_n$. On a ring this $l_n$ does not close periodically, so it is only an approximation for a well-localized level far below its threshold. For a pure exponential envelope on a long chain, summing the geometric series gives
\begin{equation}
\frac{\|l\|\|r\|}{|l\cdot r|}=\frac{\sinh^2\gamma}{\sinh^2\gamma-\sinh^2g}.
\end{equation}
It is near $4/3$ at $g=\gamma/2$ for small $\gamma$ and diverges as $g\to\gamma$, where both $r_n$ and $l_n$ cease to be normalizable on an infinite chain, one no longer decaying to the right and the other no longer decaying to the left. On a finite ring the sensitivity of a listed pair with $g_c>0$ diverges at its own $g_c$, where its two eigenvectors coalesce.

Just above a threshold with $g_c>0$, $D\simeq D(E^*)-\frac12|D''|(E-E^*)^2$. Setting this equal to $2\cosh Ng$ gives
\begin{equation}
(\operatorname{Im}E)^2\simeq\frac{4N\sinh(Ng_c)}{|D''(E^*)|}(g-g_c).
\end{equation}
A cut-off $\eta$ on the imaginary part thus delays detection by an amount proportional to $\eta^2$.

\section{Levels that never become complex}

A single attractive site $V<0$ on an otherwise clean ring isolates the exception. On a long chain its bound state is $\phi_n=e^{-\gamma|n|}$. Away from the impurity $E=-2t\cosh\gamma$; at the impurity $E=V-2te^{-\gamma}$. Equating them gives $2t\sinh\gamma=|V|$ and $E=-\sqrt{4t^2+V^2}$.

For $g<\gamma$ the level is pinned there. For $g>\gamma$ write $E=-2t\cosh\kappa$. The clean trace is $2\cosh N\kappa$, and the impurity adds $(V/t)\sinh(N\kappa)/\sinh\kappa$. For large $N$ the condition becomes
\begin{equation}
\kappa\simeq g-\frac1N\ln\!\left(1-\frac{|V|}{2t\sinh\kappa}\right).
\label{eq:imp}
\end{equation}
The energy tends to $-2t\cosh g$ and stays real. Delocalization here appears as depinning.

With $t=1$ eV and $V=-1$ eV, $\gamma=0.4812$. On 100 sites the lowest energy is $-2.2361$ eV at $g=0.3$, equal to the pinned value to the digits shown. At $g=0.7$ it is $-2.5263$ eV, against the large-$N$ value $-2.5103$ eV. Solving \eqref{eq:imp} gives $\kappa\approx0.7104$ and reproduces $-2.526$ eV, so the difference is the $1/N$ correction.

\section{Worked example}

Take $t=1$ eV, $a=3$ angstrom and uniform disorder of full width $W=3$ eV. The complete values are in the numerical output.

\subsection{One ring}

On a ring of 120 sites the first pair to merge starts at $-1.059844$ and $-1.056235$ eV. Its maximum is at $-1.058100$ eV, with $L=7.5449$. Equation~\eqref{eq:Lg} gives $Ng_c\simeq7.5449+2e^{-7.545}=7.5460$, so
\begin{equation}
g_c=7.5460/120=0.06288 .
\end{equation}
The direct non-Hermitian sweep also gives $0.062883$. The inferred length is $3/0.062883=47.7$ angstrom, about twice the ensemble value of 23.2 angstrom in the window from $-1.5$ to $-0.5$ eV. The two merging levels alone contribute $\ln0.001744+\ln0.001865=-12.64$ to $L$: their small gap helps to make this pair first.

The sweep finds 16, 42, 54 and 78 complex levels at $g=0.0903$, $0.1125$, $0.1246$ and $0.2060$. Each count was tested against twice the number of thresholds from \eqref{eq:alg} and agreed. For a level of the median pair at half its threshold, \eqref{eq:shift} predicts a shift of $3.37\times10^{-4}$ eV; the direct shift is $3.24\times10^{-4}$ eV, 4\% below the prediction.

\subsection{Ensembles and finite size}

For $|E^*|<0.5$ eV the spread of $g_c$ falls from $0.0314$ at $N=100$ to $0.0101$ at $N=800$. With $\gamma=0.0908$, \eqref{eq:weak} predicts $0.030$ and $0.011$. At $N=100$, $r^2=(0.0314/0.0859)^2=0.13$, so the second-order estimate is that averaging $1/g_c$ lengthens $\xi$ by 13\%. The true excess is about twice as large, because close pairs with very small $g_c$ weigh heavily in $1/g_c$ and the expansion misses them.

The 800-site rings and an independent transfer recursion give:
\begin{center}
\begin{tabular}{cccc}
Window (eV) & $\overline{g_c}$ & $\gamma$ & $\xi=a/\overline{g_c}$ (angstrom)\\
$-0.5$ to $0.5$ & 0.0866 & 0.0908 & 34.6\\
$-1.5$ to $-0.5$ & 0.1296 & 0.1318 & 23.2\\
$-2.5$ to $-1.5$ & 0.2950 & 0.2985 & 10.2
\end{tabular}
\end{center}
The central length is about 3.5 nm. Relative to $\gamma$, the thresholds are low by 4.6\%, 1.7\% and 1.2\%, with a sampling scatter of roughly 2 percentage points each, so the differences among these three values are not resolved. In the central window the means for $N=100,200,400,800$ are $0.0859$, $0.0844$, $0.0848$ and $0.0866$; they show no clear $1/N$ trend. The average used 12 rings at $N=800$. If each counted as one independent sample, the standard error would be $0.0101/\sqrt{12}=0.003$, comparable with the deficit of $0.004$. With these 12 rings alone an offset is not resolved, but the means at all four sizes lie below $\gamma$. Ensembles six to ten times larger resolve it: the deficit is about $0.006$, $0.006$, $0.004$ and $0.002$ for the four sizes, each uncertain by about $0.001$, so it is real and shrinks with $N$ beyond $N=200$. At $N=800$ the central mean then moves to about $0.0885$ and the length to about 33.9 angstrom, so the last digits in the table are not significant. The decay of the Hermitian eigenvectors gives $0.0900$ per site, which agrees with $\gamma$ within its sampling scatter of about 2\%.

\subsection{The edge at fixed asymmetry}

On the 800-site rings at $g=0.15$, levels near the band centre are mostly complex and those farther out mostly real. Matching the number of merged pairs to an energy cut puts the boundary at $|E|=1.30$ eV; solving $\gamma(E)=g$ gives 1.24 eV. Equation~\eqref{eq:weak} gives 1.22 eV and a smearing of about $\sqrt{\gamma/N}/|\gamma'|\approx0.09$ eV, so the boundary on a single ring is blurred by more than this difference. The blur does not shift an average over rings, however. Independent sets of 12 rings give 1.25 to 1.30 eV, consistently above 1.24 eV. An outward shift of about 0.04 eV is in line with thresholds that lie a few percent below $\gamma$ at this size; the rest is sampling scatter. This boundary moves with $g$. It is not a mobility edge of the Hermitian chain, whose states are localized for this independent disorder.

\subsection{Limits of the single chain}

The parameters are illustrative and describe no particular material. The clean band-edge mass is 0.42 electron masses. The disorder, 0.87 eV rms, is deliberately strong for a conducting film; at $W=1$ eV the chain's length at $E=0$ rises to about 310 angstrom. For a film, one serious broken assumption is the single path. With $W=3$ eV and $E=0$ held fixed, bundles of $1\times1$, $2\times2$ and $3\times3$ coupled chains give about 35, 45 and 104 angstrom, with a sampling scatter of roughly 5 angstrom in the last value. The chain result is therefore not a film's localization length, and these narrow bundles do not locate a film's mobility edge. Random hopping within 20\% gives 30.8 angstrom, a smaller change. At 300 K the thermal energy is 0.026 eV, against a level spacing of 0.53 eV within one central localization length. A field of 0.1 MV/cm drops 0.035 eV over that length, about 6\% of the spacing. Phonon-assisted hopping, interactions and correlated disorder are not included.

\section*{Table of computed values}
\begin{verbatim}
hopping t = 1.0 eV, spacing a = 3.0 angstrom
disorder width W = 3.0 eV, rms = 0.866 eV
band-edge mass of clean chain = 0.423 electron masses
single ring: N = 120 sites, 59 pairs
first pair: E = -1.059844, -1.056235 eV
  merging energy from g=0 levels = -1.058100 eV
  sum of ln(|E*-E_j|/t) = 7.5449
  g_c from g=0 levels = 0.062883
  g_c by direct sweep = 0.062883
  a/g_c of first pair = 47.7 angstrom
  g = 0.0903: 16 complex levels by direct sweep
  g = 0.1125: 42 complex levels by direct sweep
  g = 0.1246: 54 complex levels by direct sweep
  g = 0.2060: 78 complex levels by direct sweep
median pair: g_c = 0.1356, level -0.6510 eV
  shift at g_c/2: direct 3.235e-04, formula 3.369e-04 eV
impurity V = -1.0 eV: gamma = 0.4812
  g = 0.3: lowest -2.2361, limit -2.2361 eV
  g = 0.7: lowest -2.5263, limit -2.5103 eV
window |E| < 0.5 eV, thresholds against ring size:
  N = 100: mean g_c = 0.0859, spread = 0.0314
  N = 200: mean g_c = 0.0844, spread = 0.0214
  N = 400: mean g_c = 0.0848, spread = 0.0166
  N = 800: mean g_c = 0.0866, spread = 0.0101
N = 800 rings against transfer recursion:
  E -0.5 to 0.5 eV: g_c 0.0866, gamma 0.0908
    xi = a/g_c = 34.6 angstrom = 3.46 nm
  E -1.5 to -0.5 eV: g_c 0.1296, gamma 0.1318
    xi = a/g_c = 23.2 angstrom = 2.32 nm
  E -2.5 to -1.5 eV: g_c 0.2950, gamma 0.2985
    xi = a/g_c = 10.2 angstrom = 1.02 nm
  eigenvector decay, |E| < 0.5 eV: 0.0900 per site
g = 0.15: complex-real edge |E| = 1.301 eV (rings)
  solution of gamma(E) = g: 1.240 eV
neglected effects, at E = 0 unless stated:
  1x1 coupled chains: xi = 35 angstrom
  2x2 coupled chains: xi = 45 angstrom
  3x3 coupled chains: xi = 104 angstrom
  hopping random within 20%: xi = 30.8 angstrom
  weaker disorder W = 1 eV: xi = 313 angstrom
  level spacing within xi, |E| < 0.5 eV: 0.533 eV
  thermal energy at 300 K: 0.0259 eV
  energy drop over xi at 0.1 MV/cm: 0.0346 eV
\end{verbatim}
